# Gaussian smearing: its generalized entropy, free energy and small-width expansion

**Examination question: Gaussian smearing and its generalized entropy**

Independent electrons occupy spin orbitals with fixed energies $\varepsilon_i$. Sums over orbitals are per unit cell, and on a converged $k$-mesh $\sum_i \to \int D(\varepsilon)\,d\varepsilon$, where $D(\varepsilon)$ is the total density of states, both spins included. The electron number per cell, $N$, is fixed. Gaussian smearing of width $\sigma$ assigns the occupations

$$f(x)=\tfrac12\operatorname{erfc}(x)=\int_x^\infty \delta(u)\,du,\qquad \delta(u)=\frac{e^{-u^2}}{\sqrt\pi},\qquad x=\frac{\varepsilon-\mu}{\sigma},$$

so that $f'=-\delta$, with $\mu$ set by $\sum_i f_i=N$. Define $E=\sum_i f_i\varepsilon_i$, $S_{\rm tot}=\sum_i S(f_i)$ and $F=E-\sigma S_{\rm tot}$, where $S$ is dimensionless. $E_0$ and $E_F$ are the band energy and the Fermi level at $\sigma=0$ for the same $N$. Written without an argument, $D$, $D'$ and $D''$ are taken at $E_F$.

**(a)** *Find the function $S$, zero for an empty state, that makes $F$ stationary under changes of the occupations at fixed $N$ when $f_i=f(x_i)$. Show that the stationary point is a minimum, and find the signs of $F-E_0$ and $E-E_0$.*

Impose the constraint with a multiplier $\mu$:

$$\frac{\partial}{\partial f_i}\Big[F-\mu\Big(\sum_j f_j-N\Big)\Big]=\varepsilon_i-\mu-\sigma\frac{dS}{df}\Big|_{f_i}=0 .$$

Hence $dS/df=x_i$ at $f_i$. This must hold at $f=f(x)$ wherever a level may lie, that is for every $x$, and the chain rule gives

$$\frac{dS}{dx}=\frac{dS}{df}\,f'(x)=-x\,\delta(x).$$

An empty state has $x\to+\infty$, where $S=0$. Since $u\,e^{-u^2}=-\tfrac12\,d(e^{-u^2})/du$,

$$S(x)=\int_x^\infty u\,\delta(u)\,du=\frac{e^{-x^2}}{2\sqrt\pi}.$$

$S$ is even, so it vanishes for a full state too, and its maximum is $S(0)=0.2821$. Differentiating $dS/df=x$ once more gives $d^2S/df^2=dx/df=1/f'=-\sqrt\pi\,e^{x^2}<0$. So $-\sigma S$ is strictly convex in each $f_i$, while $E$ and the constraint are linear, and the stationary point is the unique minimum. The step occupation is one admissible trial set, with $S_{\rm tot}=0$ and $F=E_0$, so $F\le E_0$. The step also minimises $E$ at fixed $N$, because it fills the lowest levels, so $E\ge E_0$.

**(b)** *At fixed $N$, find $dF/d\sigma$, and $dF/d\lambda$ for a parameter $\lambda$ on which the $\varepsilon_i$ depend.*

By (a), $\partial F/\partial f_i=\mu$ for every $i$, so the change of $F$ through the occupations is $\mu\sum_i df_i=\mu\,dN=0$. Only the explicit dependence survives:

$$\frac{dF}{d\sigma}=-S_{\rm tot},\qquad \frac{dF}{d\lambda}=\sum_i f_i\frac{\partial\varepsilon_i}{\partial\lambda},\qquad E=F+\sigma S_{\rm tot}=F-\sigma\frac{dF}{d\sigma}.$$

For $E$ the occupation term is $\sum_i\varepsilon_i\,df_i$, which need not vanish. The force $-\sum_i f_i\,\partial\varepsilon_i/\partial\lambda$ therefore derives from $F$ and in general not from $E$.

**(c)** *For a metal with $D>0$ and $D(\varepsilon)$ smooth over many $\sigma$ around $E_F$, expand $\mu$ to order $\sigma^2$ and $F$, $E$, $(E+F)/2$ to order $\sigma^4$.*

Work first at given $\mu$, with $N(\mu)=\int Df\,d\varepsilon$:

$$\Omega(\mu)=F-\mu N(\mu)=\sigma\int D(\varepsilon)\,g(x)\,d\varepsilon,\qquad g=xf-S .$$

Because $S'=xf'$, we have $g'=f+xf'-S'=f$, and with $\partial x/\partial\mu=-1/\sigma$ this gives $\partial\Omega/\partial\mu=-N(\mu)$. The integral forms of $f$ and $S$ give $g(x)=\int_x^\infty(x-u)\,\delta(u)\,du$. Now $\sigma(x-u)=-(\mu+\sigma u-\varepsilon)$, and $u>x$ means $\varepsilon<\mu+\sigma u$. Exchanging the order of integration,

$$\Omega(\mu)=\int_{-\infty}^{\infty}\delta(u)\,\Omega_0(\mu+\sigma u)\,du,\qquad \Omega_0(m)=-\int_{-\infty}^{m}(m-\varepsilon)D(\varepsilon)\,d\varepsilon .$$

This is exact: the smeared grand potential is an average of unsmeared ones. Differentiating $\Omega_0$ gives $\Omega_0'(m)=-N_0(m)$, with $N_0(m)=\int^m D\,d\varepsilon$, and $\Omega_0''(m)=-D(m)$.

Expand $\Omega_0(\mu+\sigma u)$ in powers of $\sigma u$. Odd moments vanish because $\delta$ is even. With $m_n=\int u^n\delta\,du$ and $m_0=1$,

$$\Omega(\mu)=\Omega_0(\mu)-a\,D(\mu)-b\,D''(\mu)+O(\sigma^6),\qquad a=\frac{\sigma^2m_2}{2},\quad b=\frac{\sigma^4m_4}{24}.$$

The series is asymptotic: a band edge at distance $W$ from $\mu$ is reached only at $|u|=W/\sigma$, where $\delta$ is of order $e^{-W^2/\sigma^2}$. The moments follow from $I(\alpha)=\int e^{-\alpha u^2}du=\sqrt{\pi/\alpha}$ (square it and use polar coordinates): $-I'(1)/\sqrt\pi=m_2=\tfrac12$ and $I''(1)/\sqrt\pi=m_4=\tfrac34$. So $a=\sigma^2/4$ and $b=\sigma^4/32$.

For the prescribed $N$ define $\Phi(\mu)=\Omega(\mu)+\mu N$. Then $\Phi'=N-N(\mu)$ vanishes at the true $\mu$, and there $\Phi=F$. Put $\mu=E_F+y$. The part $\Omega_0+\mu N$ has at $y=0$ the value $-\int^{E_F}(E_F-\varepsilon)D\,d\varepsilon+E_FN=E_0$, the slope $N-N_0(E_F)=0$ and the second derivative $-D$. Therefore

$$\Phi=E_0-\tfrac12Dy^2-aD-aD'y-bD''+\dots$$

Setting $d\Phi/dy=0$ gives $y=-aD'/D$, of order $\sigma^2$, so the dropped terms $y^3$, $ay^2$ and $by$ are $O(\sigma^6)$. The two $y$ terms sum to $-a^2D'^2/2D+a^2D'^2/D$, and

$$F=E_0-aD+\frac{a^2D'^2}{2D}-bD''+O(\sigma^6).\tag{1}$$

Equation (1) used only that $\delta$ is even, normalised and rapidly decaying. For the Gaussian $a^2/2=\sigma^4/32$, so

$$\mu-E_F=-\frac{\sigma^2D'}{4D}+O(\sigma^4),\qquad F=E_0-\frac{\sigma^2D}{4}+F_4\sigma^4+O(\sigma^6),\qquad F_4=\frac1{32}\Big(\frac{D'^2}{D}-D''\Big).$$

The shift of $\mu$ first enters $F$ at order $\sigma^4$. The series may be differentiated term by term, because $S_{\rm tot}=-\partial\Omega/\partial\sigma=\int u\,\delta(u)N_0(\mu+\sigma u)\,du$ has an expansion of the same kind. By (b), a term $c\,\sigma^n$ of $F$ appears in $E$ as $(1-n)c\,\sigma^n$:

$$E=E_0+\frac{\sigma^2D}{4}-3F_4\sigma^4+O(\sigma^6),\qquad \frac{E+F}{2}=E_0-F_4\sigma^4+O(\sigma^6).$$

The leading biases of $E$ and $F$ are equal and opposite and cancel in the mean. The form $F=E_0-\sigma^2D/4$ is the leading term only.

**(d)** *Repeat (a) and (c) for Fermi-Dirac occupations $f=1/(1+e^x)$, $x=(\varepsilon-\mu)/kT$.*

Solving for $x$ gives $x=\ln(1-f)-\ln f=dS/df$. The function $S=-f\ln f-(1-f)\ln(1-f)$ has derivative $-\ln f-1+\ln(1-f)+1$ and vanishes at $f=0$, so the construction of (a) returns the thermal entropy in units of $k$.

Here $\delta=-f'=e^x/(1+e^x)^2$, which is unchanged by $x\to-x$ (multiply above and below by $e^{-2x}$). For $x>0$ put $q=e^{-x}$. Applying $-q\,d/dq$ to $1/(1+q)=\sum_n(-q)^n$ gives $\delta=q/(1+q)^2=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}$. With $\int_0^\infty x^pe^{-nx}dx=p!/n^{p+1}$ (termwise integration is allowed since $\sum n^{-p}$ converges for $p\ge2$) and a factor 2 for negative $x$,

$$m_2=4\,\eta(2),\qquad m_4=48\,\eta(4),\qquad \eta(p)=\sum_{n\ge1}\frac{(-1)^{n+1}}{n^p}.$$

The sums come from cosine series on $[-\pi,\pi]$, which converge at $x=0$ because the periodic extensions are continuous and piecewise smooth. Two integrations by parts give

$$J_2=\int_0^\pi x^2\cos nx\,dx=-\frac2n\int_0^\pi x\sin nx\,dx=\frac{2\pi(-1)^n}{n^2},$$

$$J_4=\int_0^\pi x^4\cos nx\,dx=-\frac4n\Big[-\frac{\pi^3(-1)^n}{n}+\frac3nJ_2\Big]=(-1)^n\Big[\frac{4\pi^3}{n^2}-\frac{24\pi}{n^4}\Big].$$

The coefficients are $2J/\pi$ and the mean values are $\pi^2/3$ and $\pi^4/5$. At $x=0$ the first series reads $0=\pi^2/3-4\eta(2)$, so $m_2=\pi^2/3=3.2899$ and $\eta(2)=\pi^2/12$. The second reads $0=\pi^4/5-8\pi^2\eta(2)+48\eta(4)$, so $m_4=2\pi^4/3-\pi^4/5=7\pi^4/15=45.458$. Equation (1) holds with $a=\pi^2(kT)^2/6$ and $b=7\pi^4(kT)^4/360$, and

$$F_{FD}=E_0-\frac{\pi^2}{6}(kT)^2D+O\big((kT)^4\big).$$

The edge terms are now of order $e^{-W/kT}$.

**(e)** *For which $\sigma/kT$ do the two schemes have the same leading bias in $F$? What difference remains? Compare with the ratio that matches the slopes of the occupations at $\mu$.*

Equal values of $a$ require $\sigma^2/4=\pi^2(kT)^2/6$, so

$$\sigma=\pi\sqrt{2/3}\;kT=2.5651\,kT ,$$

about $2.57\,kT$, whatever the value of $D$. At equal widths, $\sigma=kT$, the leading Fermi-Dirac bias is larger by a factor of $(\pi^2/3)/(1/2)=6.580$.

At the matched width both terms of (1) containing $a$ cancel in the difference. From $\pi^2(kT)^2=3\sigma^2/2$, $b_{FD}=\tfrac{7}{360}\cdot\tfrac94\sigma^4=\tfrac{7}{160}\sigma^4$, while $b_G=\tfrac{5}{160}\sigma^4$. Hence

$$F_G-F_{FD}=(b_{FD}-b_G)D''+O(\sigma^6)=\frac{\sigma^4D''}{80}+O(\sigma^6).$$

To remove this remainder, change $\sigma$ by $\Delta\sigma$. Since $dF_G/d\sigma\approx-\sigma D/2$, we need $\sigma D\,\Delta\sigma/2=\sigma^4D''/80$, or $\Delta\sigma/\sigma=\sigma^2D''/(40D)$ to leading order. The slopes $|df/d\varepsilon|$ at $\mu$ are $1/(\sqrt\pi\sigma)$ and $1/(4kT)$, equal for $\sigma/kT=4/\sqrt\pi=2.2568$. The ratio 2.565 matches the second moment of $\delta$ and does not make the two occupation functions equal.

**(f)** *Evaluate these results for the model chain $\varepsilon_k=-2t\cos k$ with $t=1$ eV, $N=0.5$ per site and $\sigma=0.1$ eV, and compare with sums over 8000 $k$-points from the numerical check.*

Filling $|k|<k_m$ with two spins gives $N_0=2\cdot 2k_m/2\pi=2k_m/\pi$, so $k_F=\pi/4$ and $E_F=-\sqrt2\,t=-1.41421$ eV. The energy is $E_0=\frac1\pi\int_{-k_F}^{k_F}(-2t\cos k)\,dk=-\frac{4t}{\pi}\sin k_F=-0.900316$ eV. With $m=-2t\cos k_m$, $dm/dk_m=2t\sin k_m=\sqrt w$, $w=4t^2-m^2$ and $dw/dm=-2m$,

$$D=\frac{2}{\pi\sqrt w},\qquad D'=D\frac{m}{w},\qquad D''=D'\frac mw+\frac Dw+\frac{2Dm^2}{w^2}=D\Big(\frac1w+\frac{3m^2}{w^2}\Big).$$

At $E_F$, $w=2t^2$, so $D=0.450158$ eV$^{-1}$, $D'=-0.318310$ eV$^{-2}$ and $D''=2D/t^2=0.900316$ eV$^{-3}$. The band edge lies $2-1.414=0.586$ eV below, about $5.9\sigma$. Then

$$\frac{\sigma^2D}{4}=\frac{0.01\times0.450158}{4}\ \text{eV}=1.125395\ \text{meV},$$

$$F_4=\frac{0.318310^2/0.450158-0.900316}{32}=-0.021101\ \text{eV}^{-3},\qquad F_4\sigma^4=-0.002110\ \text{meV}.$$

| quantity (meV) | expansion | $k$-sum |
|---|---|---|
| $\mu-E_F$ | 1.7678 | 1.7873 |
| $F-E_0$ | −1.127506 | −1.127549 |
| $E-E_0$ | 1.131726 | 1.131950 |
| $(E+F)/2-E_0$ | 0.002110 | 0.002200 |
| $F_G-F_{FD}$ | 0.001125 | 0.001235 |

The many digits serve only to expose the fourth-order terms. The leading term alone misses the summed $F-E_0$ by $0.00215$ meV, 0.2% of it. With $F_4$ the remainder, taken from unrounded values, is $-0.000044$ meV, 2% of the fourth-order term. If it were all of order $\sigma^6$ it would appear in $E$ multiplied by $1-6=-5$, giving $0.000220$ meV, close to the $0.000224$ meV seen. The mean of $E$ and $F$ lies about 500 times closer to $E_0$ than $F$ does.

The matched temperature is $kT=100/2.5651=38.98$ meV, or 452 K, where the summed $F_{FD}-E_0$ is $-1.128785$ meV. The two schemes differ by 0.11% of the bias. That difference exceeds $\sigma^4D''/80$ by 10% of the latter at this width, while the program tests that $(F_G-F_{FD})/\sigma^4$, extrapolated from $\sigma=0.04$ and $0.02$ eV to zero width, equals $D''/80$ within 0.2%. At $kT=0.01$ eV, solving $F_G=F_{FD}$ for $\sigma$ gives $\sigma/kT=2.565184$, equal to the corrected ratio of (e) in all printed digits.

For (b) take $\lambda=t$. Since $\varepsilon_k\propto t$, $\sum_if_i\,\partial\varepsilon_i/\partial t=E/t=-0.899184$, and the finite difference $dF/dt$ has the same value, whereas $dE/dt=-0.901462$, lower by $0.002278$. The expansion accounts for this. $E_0\propto t$, $D\propto1/t$ and $F_4\propto1/t^3$, and a term $\propto t^{p}$ contributes $(p-1)/t$ times itself to $dE/dt-E/t$. This gives $-2\times0.0011254-4\times3\times0.00000211=-0.002276$.

**(g)** *What happens to the result of (c) for a gap, and for a coarse mesh?*

With a gap $D=0$ at $\mu$, and every power term of $\Omega-\Omega_0$ vanishes. Take a half-filled spectrum symmetric about zero, so that $\mu=0$ at every $\sigma$ and $F-E_0=\Omega-\Omega_0$. From $f(x)+f(-x)=1$ and even $S$, $g(-|x|)=g(|x|)-|x|$. The terms $-\sigma|x_i|$ of the lower states add up to $\Omega_0$, leaving $F-E_0=\sigma\sum_i g(|x_i|)$. For $x>0$, $g\le0$ by its integral form and $xf\ge0$, so $|g|\le S$. With $n_s$ spin orbitals per cell and gap $2\Delta$,

$$|F-E_0|\le \sigma\,n_s\,\frac{e^{-\Delta^2/\sigma^2}}{2\sqrt\pi},$$

an upper bound that falls faster than any power of $\sigma$. For bands $\pm\sqrt{4t^2\cos^2k+\Delta^2}$ with $2\Delta=0.6$ eV and two electrons per cell, the sums give $-0.1734$ meV at $\sigma=0.2$ eV and $-1.81\times10^{-5}$ meV at $0.1$ eV, a ratio near $10^4$ where a $\sigma^2$ law would give 4.

A finite mesh has discrete levels. On the 16-point mesh $k=2\pi(j+\frac12)/16$ of the chain in (f), eight electrons exactly fill $\pm\pi/16$ and $\pm3\pi/16$, and the next level lies roughly $2t\sin k_F\cdot2\pi/16\approx0.56$ eV higher, over five times $\sigma$. This acts as a gap: $F$ lies only $0.0004$ meV below the unsmeared energy of that mesh. The total $F-E_0=-5.81$ meV is then almost entirely sampling error. This depends on where the levels fall. On the unshifted mesh $k=2\pi j/16$ the four spin orbitals at $\pm\pi/4$ lie at $E_F$ and are half filled, so $F$ lies $4\sigma S(0)/16=7.05$ meV below the unsmeared energy of that mesh, a bias linear in $\sigma$. On the shifted mesh with 64 points $F-E_0=-1.1297$ meV, $0.002$ meV from the converged value, and with 128 points it agrees in all printed digits. The expansion also loses accuracy as a band edge or a van Hove singularity approaches $E_F$ on the scale of $\sigma$, because the Taylor step in (c) needs a smooth $D$. For this chain the loss is gradual: with the band edge $3\sigma$, $2\sigma$ and $\sigma$ below $E_F$ the leading term misses $F-E_0$ by about 1%, 2% and 5.5%. All results here are for band energies that do not respond to the occupations.

## Table of computed values

```
S(0) Gaussian = 0.282095 
moments Gaussian m2, m4 = 0.500000, 0.750000
moments Fermi-Dirac m2, m4 = 3.289868, 45.457576
bias-matching ratio pi*sqrt(2/3) = 2.565100 
bias ratio FD/G at sigma=kT = 6.579736 
slope-matching ratio = 2.256758 
kT = 0.01 eV: ratio by root = 2.565184, predicted = 2.565184
t = 1.0 eV, N = 0.5 per site, sigma = 0.1 eV, k-points = 8000
kF = 0.785398 rad/site
EF = -1.414214 eV
E0 = -0.90031632 eV
D = 0.450158 1/eV
D1 = -0.318310 1/eV^2
D2 = 0.900316 1/eV^3
F4 = -0.021101 1/eV^3
sigma^2 D/4 = 1.125395 meV
F4 sigma^4 = -0.002110 meV
mu-EF k-sum = 1.7873 meV
mu-EF formula = 1.7678 meV
S_tot k-sum = 0.022595 per site
sigma*S_tot = 2.259500 meV
F k-sum = -0.90144387 eV
E k-sum = -0.89918437 eV
F-E0 k-sum = -1.127549 meV
F-E0 to sigma^4 = -1.127506 meV
E-E0 k-sum = 1.131950 meV
E-E0 to sigma^4 = 1.131726 meV
(E+F)/2-E0 k-sum = 0.002200 meV
matched kT = 38.9848 meV
matched T = 452.4 K
F-E0 Fermi-Dirac k-sum = -1.128785 meV
pi^2 (kT)^2 D/6 = 1.125395 meV
F_G-F_FD k-sum = 0.001235 meV
sigma^4 D2/80 = 0.001125 meV
dF/dt = -0.899184, sum f deps/dt = -0.899184, dE/dt = -0.901462 (eV/eV)
mesh 16: F-E0 = -5.811519 meV
mesh 64: F-E0 = -1.129735 meV
mesh 128: F-E0 = -1.127549 meV
mesh 16: F minus its own unsmeared energy = -0.000389 meV
gap = 0.60 eV
gapped chain F-E0 at sigma=0.1 eV = -1.813e-05 meV
gapped chain F-E0 at sigma=0.2 eV = -1.734e-01 meV
```
